# Snap-in of a Spring-Mounted Flat Surface under Dispersion Attraction

A germanium plate, 4 µm square, hangs from stiff flexures above a fixed germanium surface. In the model worked out below, flexures set for a gap of 7.042 nm hold the plate at rest at about 5.4 nm. Set for 7.028 nm, they cannot hold it at all, and the plate runs into contact. A change of 0.014 nm in the setting of the springs thus decides between a gap of more than 5 nm and none. These two settings belong to the rigid, smooth, parallel model; bending, roughness and tilt each move the threshold by several times this interval, as estimated below. The cause is a loss of stability, and the gap at which it occurs follows from the stiffness and the strength of the attraction.

## The model and its two gaps

The plate is rigid, flat and parallel to the fixed surface. Its springs are linear, with stiffness $k$ per unit plate area. Two lengths must be kept apart. The **actual gap** $d$ is the distance between the faces. The **rest gap** $H$ is the distance the springs would set if there were no attraction. Attraction stretches the springs by $H-d$, so they pull the plate back with the force per area $k(H-d)$.

The rest gap is lowered slowly, and the motion is damped, so that the plate stays in stable equilibrium as long as one exists nearby. The faces are much wider than $d$, the bodies are much thicker than $d$, and $d$ is large compared with atomic spacings. At first the attraction is taken as nonretarded: the time light needs to cross the gap is neglected.

## The attraction between two flats

Let two atoms a distance $r$ apart have the dispersion energy $-C/r^6$, with $C>0$, and let both bodies have $n$ atoms per volume. Take one atom and a thin layer of the other body at perpendicular distance $z$. A ring of radius $\rho$ in that layer lies at $r^2=\rho^2+z^2$. With $v=\rho^2+z^2$ and $dv=2\rho\,d\rho$, the sum over rings is

$$\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^3}=\pi\int_{z^2}^\infty\frac{dv}{v^3}=\frac{\pi}{2z^4}. \tag{1}$$

Next, count the pairs of layers. A layer at depth $s$ in one body and a layer at depth $s'$ in the other are separated by $z=d+s+s'$. For given $z$, the depth $s$ can take any value from 0 to $z-d$, so separation $z$ carries the weight $z-d$. The energy per area is therefore

$$w(d)=-Cn^2\int_d^\infty (z-d)\,\frac{\pi}{2z^4}\,dz
=-\frac{\pi Cn^2}{2}\left(\frac{1}{2d^2}-\frac{1}{3d^2}\right)=-\frac{\pi Cn^2}{12d^2}. \tag{2}$$

The Hamaker constant is defined here as $A=\pi^2Cn^2$, which gives

$$w(d)=-\frac{A}{12\pi d^2},\qquad p(d)=\frac{dw}{dd}=\frac{A}{6\pi d^3}. \tag{3}$$

The pressure $p$ is positive when it pulls the faces together: $w$ rises with $d$, so separating the faces costs work. In a dense solid, atoms alter each other's response, and adding pairs does not give a reliable $A$. The power law in Eq. (3) still holds in the nonretarded regime, with $A$ an effective constant of the materials.

## Where stability is lost

The total energy per area, at fixed rest gap, is

$$U(d)=\tfrac12k(H-d)^2-\frac{A}{12\pi d^2}. \tag{4}$$

Its first derivative is $-k(H-d)+A/(6\pi d^3)$. Setting this to zero gives the balance of forces,

$$k(H-d)=\frac{A}{6\pi d^3}. \tag{5}$$

Balance alone does not make a resting place. The energy must also have a minimum, which requires a positive second derivative:

$$U''(d)=k-\frac{A}{2\pi d^4}>0. \tag{6}$$

If the plate moves inward by a small distance $\epsilon$, the spring force grows by $k\epsilon$ and the attraction grows by $A\epsilon/(2\pi d^4)$. The plate returns only if the first increase is larger. The limit is reached when the two are equal:

$$\boxed{d_*=\left(\frac{A}{2\pi k}\right)^{1/4}} \tag{7}$$

This is the actual gap at snap-in. The rest gap follows from Eq. (5). Equation (7) gives $A=2\pi k d_*^4$, so the pressure at the limit is

$$p_*=\frac{2\pi k d_*^4}{6\pi d_*^3}=\frac{kd_*}{3}. \tag{8}$$

The spring stretch is $p_*/k=d_*/3$, and hence

$$H_*=d_*+\frac{d_*}{3}=\frac43\,d_*. \tag{9}$$

An instrument that records the position of the spring mount measures $H_*$; one that records the separation of the faces measures $d_*$. Using one for the other in Eq. (7) changes the inferred $A$ by the factor $(4/3)^4\approx3.2$.

## Why the plate goes all the way

Equation (6) is a local condition. To see that no other resting place waits farther in, multiply Eq. (5) by $d^3/k$ and use $A/(6\pi k)=d_*^4/3$:

$$Q(d)\equiv(H-d)d^3=\frac{d_*^4}{3}. \tag{10}$$

The left side vanishes at $d=0$ and $d=H$. Its derivative, $Q'=d^2(3H-4d)$, is positive below $d=3H/4$ and negative above. The single maximum is therefore

$$Q_{\max}=\frac H4\left(\frac{3H}{4}\right)^3=\frac{27H^4}{256}. \tag{11}$$

If $Q_{\max}$ exceeds $d_*^4/3$, there are two equilibria. The outer one is stable and the inner one is unstable. They merge when $27H^4/256=d_*^4/3$, which gives $H=4d_*/3$ again. For smaller $H$, $Q$ is less than $d_*^4/3$ at every gap, so the attraction exceeds the spring force everywhere and the plate keeps moving inward.

This argument ends at atomic distances, where repulsion sets in and Eq. (3) fails. If $k$ is so large that Eq. (7) gives a few tenths of a nanometre, the model no longer predicts a snap.

## Other force laws

The factor 4/3 belongs to the inverse-cube pressure. For $p=B/d^m$ with $m>0$, the stability limit is $k=mB/d_*^{m+1}$. The stretch there is $p_*/k=d_*/m$, so

$$d_*=\left(\frac{mB}{k}\right)^{1/(m+1)},\qquad H_*=\left(1+\frac1m\right)d_*. \tag{12}$$

At gaps large enough for full retardation, the zero-temperature dispersion pressure falls as $d^{-4}$. The fourth root then becomes a fifth root, and $H_*=5d_*/4$. A plate held at fixed voltage has $m=2$ and $H_*=3d_*/2$. A steeper force gives less warning: the springs stretch by a smaller fraction of the gap before the snap.

## Approach to the limit

Let the rest gap be slightly too large for the snap, $H=H_*+\delta$, and write $d=d_*+y$. From Eq. (3), $p'=-3p/d$ and $p''=12p/d^2$. With Eq. (8), their values at $d_*$ are $-k$ and $4k/d_*$. To second order in $y$, the net outward force per area is

$$F=k(H_*+\delta-d_*-y)-\left(p_*-ky+\frac{2k}{d_*}y^2\right)
=k\delta-\frac{2k}{d_*}y^2. \tag{13}$$

The constant terms cancel because $k(H_*-d_*)=p_*$, and the linear terms cancel because the state is marginal. The equilibria are at $y=\pm y_0$, where

$$y_0=\sqrt{\frac{\delta d_*}{2}}. \tag{14}$$

The plus sign is the stable gap. Because of the square root, a small change of $H$ near the limit moves the plate much farther than it moves the mount.

To escape inward, the plate must pass from $+y_0$ to $-y_0$ against the outward force. For plate area $S$ the energy barrier is

$$W=S\int_{-y_0}^{y_0}F\,dy
=S\left(2k\delta y_0-\frac{4k}{3d_*}y_0^3\right)=\frac43\,kS\,\delta\,y_0. \tag{15}$$

The last step uses $y_0^2=\delta d_*/2$, which turns the second term into $\tfrac23k\delta y_0$. Thermal motion can carry the plate over this barrier before $\delta$ reaches zero, so a real snap starts from a gap slightly larger than $d_*$.

## Does the plate tilt first?

Let the square plate of side $L$ turn by a small angle $\theta$ about a central axis parallel to an edge. The local gap is $d+\theta x$. Expanding the attraction energy,

$$\frac{1}{(d+\theta x)^2}\simeq\frac1{d^2}\left(1-\frac{2\theta x}{d}+\frac{3\theta^2x^2}{d^2}\right). \tag{16}$$

The linear term averages to zero, and the average of $x^2$ over the plate is $L^2/12$. The tilt part of the energy is then

$$-\frac{AS}{12\pi}\,\frac{3\theta^2}{d^4}\,\frac{L^2}{12}
=-\frac12\left(\frac{A}{2\pi d^4}\right)S\,\frac{L^2}{12}\,\theta^2. \tag{17}$$

At the snap the bracket equals $k$, so the attraction contributes $-KL^2/12$ to the tilt stiffness, where $K=kS$ is the total spring stiffness. Four equal springs at the corners, each displaced by $\theta L/2$, contribute $+KL^2/4$. This is three times as much, so parallel motion becomes unstable first. Springs spread evenly over the plate would contribute $KL^2/12$, and tilt and parallel motion would become marginal together. All this assumes that the plate starts parallel. Near the snap the attraction removes a third of the tilt stiffness of corner springs, so an initial wedge is amplified by about 3/2. For the example below, a wedge of 1 nm from edge to edge raises the critical rest gap by about 0.07 nm, and a $\pm10\%$ mismatch between the two pairs of flexures raises it by about 0.03 nm.

## A germanium plate on four flexures

The plate has $L=4$ µm, thickness $t=1$ µm and four corner flexures with total stiffness $K=1000$ N/m. The Hamaker constant for germanium across vacuum is taken as a rough 1.9 eV, or $3.04\times10^{-19}$ J. The stiffness per area is

$$k=\frac{1000\ \text{N/m}}{(4\times10^{-6}\ \text{m})^2}=6.25\times10^{13}\ \text{N/m}^3, \tag{18}$$

which is 62.5 kPa per nanometre of stretch. Equation (7) gives

$$d_*=\left(\frac{3.04\times10^{-19}}{2\pi\times6.25\times10^{13}}\right)^{1/4}\text{m}=5.28\ \text{nm}. \tag{19}$$

The rest gap is $H_*=7.04$ nm and the stretch is 1.76 nm. The pressure is $62.5\times1.76\approx110$ kPa, close to one atmosphere, and the force on the plate is 1.76 µN.

The fourth root softens the uncertainty in $A$. At fixed $k$, halving $A$ lowers the snap gap to 4.4 nm, and doubling it raises the gap to 6.3 nm.

The opening numbers come from numerical integration of damped motion, with plate speed proportional to net force and a starting gap of $1.3\,d_*$. With $H$ 0.1% above $H_*$, the plate settles at 5.42 nm. Equation (14), with $\delta=0.0070$ nm, gives $y_0=0.136$ nm and a gap of 5.41 nm, which agrees to within 0.01 nm. With $H$ 0.1% below $H_*$, the plate passes inward to 0.3 nm, where the calculation is stopped because the force law no longer applies. The first outcome needs strong damping or a slow approach. With inertia and a quality factor of only 2, a plate released at $1.3\,d_*$ overshoots the stable gap and snaps in; an undamped plate released from its rest gap stays open only for $H$ above about $1.39\,d_*$.

## What the model leaves out

**Retardation.** Its size can be estimated from the Lifshitz pressure at zero temperature, taken here as an established result:

$$p=\frac{\hbar}{2\pi^2}\int_0^\infty d\xi\int_{\xi/c}^\infty\kappa^2d\kappa\sum_{j}\frac{r_j^2e^{-2\kappa d}}{1-r_j^2e^{-2\kappa d}}. \tag{20}$$

Here $\xi$ is imaginary frequency, and $r_j$ are the reflection amplitudes for the two polarizations,

$$r_1=\frac{\kappa-\kappa'}{\kappa+\kappa'},\quad r_2=\frac{\varepsilon\kappa-\kappa'}{\varepsilon\kappa+\kappa'},\quad \kappa'^2=\kappa^2+(\varepsilon-1)\frac{\xi^2}{c^2}. \tag{21}$$

The permittivity is modelled by one oscillator, $\varepsilon(i\xi)=1+15/[1+(\xi/\omega_0)^2]$, with the rough values $\varepsilon(0)=16$ and $\hbar\omega_0=4.3$ eV. When $c\to\infty$, $r_1$ vanishes and $r_2$ becomes $\Delta=(\varepsilon-1)/(\varepsilon+1)$. Expanding the fraction in powers of $\Delta^2e^{-2\kappa d}$ and using $\int_0^\infty\kappa^2e^{-2N\kappa d}d\kappa=1/(4N^3d^3)$ recovers Eq. (3), with

$$A=\frac{3\hbar}{4\pi}\int_0^\infty d\xi\sum_{N=1}^\infty\frac{\Delta^{2N}}{N^3}. \tag{22}$$

Numerical integration gives $A=1.97$ eV. Its closeness to the value chosen above is not a confirmation: in this model $A$ is proportional to $\omega_0$, and $\hbar\omega_0=3.3$ eV would give $A=1.51$ eV and a retardation shift of the snap gap of $-0.8\%$. The figures that follow are for 4.3 eV. At 5.28 nm, retardation lowers the model pressure by 9%. Solving $k=-dp/dd$ with Eq. (20) moves the model's snap gap from 5.325 to 5.253 nm, a shift of only $-1.4\%$. There are two reasons. The snap depends on the slope of the pressure, and the retarded pressure falls faster than $d^{-3}$, so its slope is reduced by a smaller fraction than the pressure itself. The fourth root then reduces what remains.

**Thermal escape.** As an illustrative threshold, take a barrier of $30k_BT$ at 300 K, for which the Boltzmann factor is about $10^{-13}$. Solving for this barrier with the full energy (4) gives $\delta=0.0015$ nm and a stable gap of 5.34 nm, 1.2% above $d_*$. The rest gap hardly changes, but the square root in Eq. (14) makes the shift of the actual gap visible.

**Contact potential.** Between faces that conduct well, a voltage $V$ adds the pressure $\varepsilon_0V^2/(2d^2)$, where $\varepsilon_0$ is the vacuum permittivity. Its slope adds $\varepsilon_0V^2/d^3$ to the right side of $k=A/(2\pi d^4)$. For 0.1 V, the solution lies 0.24% above $d_*$. In lightly doped germanium, if charge in surface states does not screen the field, much of the voltage drops inside the solid instead of across the gap, and the shift is smaller.

**Roughness.** Let the local gap vary as a long sinusoid about its mean, with combined rms height $\sigma=0.5$ nm, and apply Eq. (3) locally. The second-order term in the average of $(d+h)^{-4}$ is $10\sigma^2/d^6$. The snap gap therefore rises by the fraction $2.5\sigma^2/d_*^2$, or 2.2%. The critical rest gap rises by about 0.09 nm. This estimate fails when peaks are high enough to touch first.

**Bending.** A strip supported at both ends under uniform pressure has the deflection $u=p(L^3x-2Lx^3+x^4)/(24D)$, where $D=Et^3/12$ per unit width. It satisfies $Du''''=p$, with zero deflection and zero bending moment at both ends. At the middle it equals $5pL^4/(384D)$. Since the plate must carry load in two directions to reach its corners, twice this value is used as an estimate. With a rough Young modulus $E=103$ GPa and $p=p_*$, the sag is 0.085 nm, or 1.6% of the snap gap. Bending acts as a compliance in series with the flexures. A thin-plate solution with corner support and Poisson ratio 0.26 gives a centre sag of 0.078 nm; it raises the mean snap gap by about 0.8% and the critical rest gap by about 0.06 nm, to 7.09 nm.

## Reading the result for devices

The result bears on small switches and relays whose faces must stay a few nanometres apart. With the same plate and $K=100$ N/m, Eq. (7) raises the snap gap by the factor $10^{1/4}$, to 9.4 nm, where retardation matters more. Real faces also carry oxide, adsorbed water and isolated high spots. The smooth 0.5 nm roughness treated here moves the 5.28 nm snap gap of the stiffer plate by about 2%; the effect of water bridges or early contact at high spots is not estimated and may be much larger.

For clean, smooth, parallel faces under slow motion, a device meant to stay open needs a rest gap above $4d_*/3$, with a margin for vibration and for the effects above. This rule applies with no actuating voltage; such a voltage adds attraction and raises the rest gap needed. Nor does the rule tell whether a switch that has closed will open again, since that depends on adhesion at contact. In bonding, the same condition can be read in reverse for a rigid, parallel plate on linear springs: once its rest gap is slowly lowered below $4d_*/3$, attraction alone closes the last few nanometres. Surfaces that bend as they join need a different model. The condition also does not tell how strong the resulting bond is, since that depends on forces at atomic contact.
